Vibrating-capacitor current and the zero-current bias of a Kelvin probe

**A special case: two plates and a wire**

Two flat metal plates, a sample S and a probe P, face each other across a vacuum gap d. A wire of negligible resistance joins them. Let φ_S and φ_P be their work functions, the energies needed to take an electron from the Fermi level to a point just outside the uncharged surface. Suppose φ_S > φ_P.

Electrons flow through the wire until the two Fermi levels agree. An electron just outside S then has an energy higher by φ_S − φ_P than one just outside P. Since an electron has charge −e, the electrostatic potential is lower outside S by

V_CPD = (φ_S − φ_P)/e.

This is the contact potential difference. The plates form a charged capacitor although no source is connected. With plate area A, the charge on S is

Q = −ε₀A V_CPD/d.

If the gap widens, |Q| must fall, and charge passes through the wire. A vibrating gap therefore drives an alternating current. A source in the wire that raises the potential of S by V_CPD removes the field in the gap. There is then no charge to move, and the current stops.

**Assumptions and conventions**

The gap is d(t) = d₀(1 + m cos θ), with θ = ωt and 0 < m < 1. The plates are parallel and uniform, edge fields are neglected, fields follow the motion quasi-statically, and no charge crosses the gap. The surroundings are dark.

A source of constant voltage U and a resistance R are in series with the plates. U is positive when it raises S relative to P. The current i is counted into S, so i = dQ/dt, where Q is the charge on S. The voltage between the plates, measured between their Fermi levels, is V = U − Ri, so that E_F,S − E_F,P = −eV.

The charge per area is q = Q/A. A semiconductor's work function may depend on it through the band bending, so I write φ_S(q) and define

V_CPD = [φ_S(0) − φ_P]/e,  W(q) = [φ_S(q) − φ_S(0)]/e.

Thus W(0) = 0. W is assumed continuously differentiable and nondecreasing: positive charge on S does not lower its work function. For an ideal metal W = 0. Screening over a length λ in a metal adds a potential drop qλ/ε₀, because a potential v₀exp(−x/λ) has surface field v₀/λ = q/ε₀. In this linear model the gap is lengthened by λ. The sign belongs to the model: in self-consistent jellium the induced charge is centred one to two bohr outside the edge of the positive background, so the gap measured from that edge is shortened. Either way the shift is an atomic distance, negligible here, and it is absorbed by measuring d between the planes where the induced charge is centred.

**Lemma 1 (circuit equation).** The charge obeys

RA dq/dt + q d(t)/ε₀ + W(q) = U − V_CPD.

*Proof.* Just outside plate X the electron energy is −eΦ_X = E_F,X + φ_X. Subtracting the equation for P from that for S gives

−e(Φ_S − Φ_P) = −eV + φ_S(q) − φ_P,

and hence

Φ_S − Φ_P = V − V_CPD − W(q).

By Gauss's law the gap field, directed from S to P, is q/ε₀, so Φ_S − Φ_P = qd/ε₀. Inserting V = U − Ri and i = A dq/dt gives the result. ∎

**Lemma 2 (vibrating-capacitor current).** For metal plates and R → 0,

i = (U − V_CPD) dC/dt,  C = ε₀A/d(t).

*Proof.* With R = 0 and W = 0, Lemma 1 reads Q = C(t)(U − V_CPD). The bracket is constant in time, so differentiation acts on C alone. ∎

With C₀ = ε₀A/d₀ we have C = C₀/(1 + m cos θ). The derivative of the denominator is −mω sin θ, and the reciprocal contributes a second minus sign:

i = (U − V_CPD) C₀ mω sin θ/(1 + m cos θ)².

The current is not a pure sine. A lock-in amplifier selects the part at frequency ω.

**Lemma 3 (fundamental amplitude).** Under the conditions of Lemma 2, the sin θ component of i has amplitude

I₁ = F ωC₀(U − V_CPD),  F = 2β/√(1 − m²),  β = [1 − √(1 − m²)]/m.

*Proof.* Put z = −βe^{iθ}, with |z| < 1. The geometric series gives

1 + 2Σ_{n≥1} zⁿ = (1 + z)/(1 − z).

Its real part is (1 − |z|²)/|1 − z|², so

1 + 2Σ_{n≥1} (−β)ⁿ cos nθ = (1 − β²)/(1 + β² + 2β cos θ).

The stated β is the root below 1 of 2β/(1 + β²) = m. Dividing numerator and denominator by 1 + β² turns the right side into

[(1 − β²)/(1 + β²)]/(1 + m cos θ).

The square of the first factor is 1 − 4β²/(1 + β²)² = 1 − m². Therefore

C = [C₀/√(1 − m²)] [1 + 2Σ_{n≥1} (−β)ⁿ cos nθ].

The n = 1 term is −F C₀ cos θ. Its time derivative is +F ωC₀ sin θ, which multiplies U − V_CPD. ∎

For small m, √(1 − m²) ≈ 1 − m²/2, so β ≈ m/2 and F ≈ m. The signal is then proportional to the vibration amplitude. As m → 1 the plates nearly touch and F diverges; the neglect of R and of charge transfer across the gap fails before that point.

**Theorem (zero-current bias).** Let R > 0 and let the assumptions above hold.

(a) If U = V_CPD, charge and current decay to zero from any initial charge.

(b) If U ≠ V_CPD, the current cannot remain zero.

(c) For every U there is one periodic steady state, which all solutions approach. Its current vanishes at all times if and only if U = V_CPD.

*Proof of (a).* Multiply the circuit equation, with zero right side, by q:

(RA/2) d(q²)/dt = −q²d/ε₀ − qW(q).

Since W is nondecreasing and W(0) = 0, qW(q) ≥ 0. Also d ≥ d₀(1 − m). Hence

d(q²)/dt ≤ −2κq²,  κ = d₀(1 − m)/(ε₀RA) = (1 − m)/(RC₀),

and |q(t)| ≤ |q(0)|e^{−κt}. The current, i = −[qd/ε₀ + W(q)]/R, then also tends to zero.

*Proof of (b).* If i = 0 at all times, q is constant. The circuit equation becomes

q d(t)/ε₀ = U − V_CPD − W(q).

The right side is constant while d(t) varies, so q = 0. Then W = 0 and U = V_CPD, contrary to the premise.

*Proof of (c).* Let p = q_a − q_b be the difference of two solutions at the same U. Subtracting their equations and multiplying by p gives

(RA/2) d(p²)/dt = −p²d/ε₀ − p[W(q_a) − W(q_b)] ≤ −p²d₀(1 − m)/ε₀,

because W is nondecreasing. Thus |p| shrinks at least as fast as e^{−κt}. The map from the charge at the start of a period to the charge at its end is a contraction. It has one fixed point, which is the periodic state. Parts (a) and (b) decide when its current vanishes. ∎

The null equalises the potentials outside the two surfaces, not the Fermi levels. These differ by eV_CPD at the null.

**Finite resistance and the lock-in reading**

Let W = 0, ΔV = U − V_CPD and τ = ωRC₀. For small m write Q = C₀ΔV + δ, where δ is of first order in m. Dropping the product mδ from the circuit equation leaves

R dδ/dt + δ/C₀ = −mΔV cos ωt.

With δ = Re(De^{iωt}), this gives D = −mC₀ΔV/(1 + iτ). Differentiation yields

i = [mωC₀ΔV/√(1 + τ²)] sin(ωt − arctan τ).

For τ ≪ 1 this is the small-m limit of Lemma 3. For τ ≫ 1 the charge cannot follow the motion, and the amplitude tends to mΔV/R, independent of frequency. Resistance weakens and delays the signal but leaves the null in place.

**Lemma 4.** For W = 0 and any 0 < m < 1, the fundamental of the steady current is nonzero whenever ΔV ≠ 0.

*Proof.* Write Q = Σ q_n e^{inθ}. The circuit equation multiplied by C₀ gives

(1 + inτ)q_n + (m/2)(q_{n−1} + q_{n+1}) = C₀ΔV for n = 0, and 0 otherwise.

Suppose q₁ = 0. Since Q is real, q₋₁ = 0 too. The n = 0 equation gives q₀ = C₀ΔV ≠ 0, and n = 1 gives q₂ = −q₀. For n ≥ 2,

|q_{n+1}| ≥ (2/m)|q_n| − |q_{n−1}|.

If |q_n| ≥ |q_{n−1}|, then |q_{n+1}| ≥ (2/m − 1)|q_n| > |q_n|. The premise holds at n = 2, so the coefficients grow from there on. Those of a smooth periodic function must tend to zero, a contradiction. ∎

This concerns the amplitude of the fundamental. For W = 0 the phase does not depend on bias, apart from a reversal by 180° across the null, and a detector set 90° away from it reads zero at every bias, so its phase must be set with the bias off the null.

**A semiconductor sample**

Take an n-type semiconductor with donor density N_D, permittivity ε_s and fixed surface charge −σ₀ per area. Electrons are absent to a depth w, where the donors contribute charge eN_Dw. The total is q = eN_Dw − σ₀, so w = (q + σ₀)/(eN_D). Integrating Poisson's equation twice over the depleted layer gives the bending

V_bb(q) = eN_Dw²/(2ε_s) = (q + σ₀)²/(2ε_s eN_D).

It increases with q for q > −σ₀, the range in which a depletion layer exists, so the theorem applies to motion within that range. With electron affinity χ,

φ_S = χ + (E_c − E_F) + eV_bb.

E_c − E_F refers to the neutral bulk. For nondegenerate doping with all donors ionised, N_D = N_c exp[−(E_c − E_F)/kT] gives E_c − E_F = kT ln(N_c/N_D). The null therefore yields

eV_bb(0) = φ_P + eV_CPD − χ − (E_c − E_F).

The conduction-band edge at the free surface lies φ_S − χ above the Fermi level.

**Worked example**

The sample is n-type silicon at 300 K with 10¹⁶ donors per cm³. The model inputs, chosen close to silicon's values, are N_c = 2.8×10¹⁹ cm⁻³, relative permittivity 11.7 and χ = 4.05 eV. An upward bending of 0.50 eV is chosen. With kT = 25.85 meV,

E_c − E_F = 0.02585 eV × ln(2800) = 0.205 eV,

φ_S = 4.05 + 0.205 + 0.50 = 4.755 eV.

The probe has φ_P = 4.60 eV, so V_CPD = 0.155 V. Its disc has diameter 5.0 mm and area 19.63 mm². With d₀ = 0.20 mm, C₀ = 0.869 pF. At 80 Hz, ω = 502.7 s⁻¹; with m = 0.25 the small-m slope is

mωC₀ = 0.25 × 502.7 s⁻¹ × 0.8693 pF = 109.2 pA/V.

Lemma 3 gives F = 0.26236 instead of 0.25, which raises the slope by 5%. Integrating the full circuit equation in time, with R = 10 MΩ and the depletion layer included, gives F = 0.26230 and a slope of 114.6 pA/V.

The small difference in F has a source. To first order in q the silicon adds W ≈ qw/ε_s, equivalent to lengthening the gap by the fraction

s = wε₀/(ε_s d₀) = 254.3 nm/(11.7 × 0.20 mm) = 1.09×10⁻⁴.

This lowers both C₀ and m by that fraction. At m = 0.25, d ln F/d ln m = 1.10, so the signal falls by about 2.1s = 2.3×10⁻⁴. The lag, with τ = 4.37×10⁻³, lowers the in-phase part by a further 2×10⁻⁵, of order τ², for a total of 2.5×10⁻⁴. The value of s assumes an abrupt depletion edge; the thermal tail of the electrons reduces it to 1.06×10⁻⁴.

The integrated lock-in currents are −132.395 pA at U = −1 V, −17.787 pA at zero bias and +96.821 pA at +1 V. Two off-null readings locate the null:

slope = (96.821 + 132.395) pA/(2 V) = 114.61 pA/V,

U_null = −1 V + 132.395/114.61 V = 0.1552 V.

This recovers φ_S = 4.755 eV, the bending of 0.50 eV and a free-surface barrier of 4.755 − 4.05 = 0.705 eV. These are recoveries of the model's inputs, not measurements of silicon. A bending of 0.50 eV lies in weak inversion, which begins near 0.36 eV for this doping and an intrinsic density of 10¹⁰ cm⁻³; the surface holes, about 2.5×10¹² cm⁻³, are too few to alter s. The fixed surface charge is an idealisation. Surface states that follow the motion reduce s, to 2.2×10⁻⁵ for 10¹² states per cm² per eV, and states that lag behind it are not described by a function W(q), so the theorem does not cover them.

**Remark (when extrapolation fails).** If W is linear in q, the circuit equation is linear, and the signal is proportional to U − V_CPD. Two-point extrapolation is then exact. The quadratic part of V_bb breaks this proportionality. With the gap reduced to 1 µm, m kept at 0.25 and ωRC₀ set to 1, extrapolation from ±1 V misses the null by 0.234 mV in the abrupt depletion model (0.232 mV with Boltzmann carriers). A direct search for zero signal still gives 0.1552 V.

**Remark (patches).** Let V_CPD vary over a metal surface in a laterally periodic pattern. Averaging Laplace's equation over a plane parallel to the plates removes the lateral derivatives, because they integrate to zero over a period. The averaged potential is linear across the gap, and the average charge density is ε₀(U − ⟨V_CPD⟩)/d. The null is the area average. Raising the work function by 0.10 eV on 10% of the area moves it by 0.10 × 0.10 V = 10 mV. A two-dimensional solution for such stripes, with gaps of 0.4 and 0.6 stripe periods, also gives 10.00 mV. A finite probe weights the surface unevenly: for the example's disc, one such patch covering 10% of the disc's area moves the null about 3.5% less than 10 mV at the centre and about 7% less as a ring at the rim.

**Reading the numbers for a real probe**

With the example's probe taken as a thin disc and the sample as a large plane, edge fields multiply the static capacitance by about 1.26 but the signal by only about 1.04: most of the extra charge does not follow the vibration. They do not move the null if each body has one work function over its whole surface, the back and rim of the disc included, since the charge remains proportional to U − V_CPD. This also requires that no third conductor be near. If the probe is the vibrating body and the current is read there, a fixed shield 2 mm behind it with a contact potential of 0.3 V shifts the null by about 3 mV in a parallel-plate estimate. For the example's disc and an extended plane shield, edge fields raise this to about 7 mV, and they give a shift of about 3 mV even when the current is read at the sample. An in-phase pickup of 0.10 pA shifts the null by 0.10/114.6 V = 0.87 mV. If the current is read as the voltage across R, the resistor's thermal noise in a 1 Hz bandwidth corresponds to a current √(4kT × 1 Hz/R) = 40.7 fA rms. A sine with this rms value has amplitude √2 × 40.7 fA, which is the signal at 0.50 mV from the null. This is the scatter of a lock-in reading averaged for 0.5 s, a noise bandwidth of 1 Hz after demodulation; averaging for 1 s gives about 0.35 mV. One volt off null, the field at the mean gap is 5×10⁻⁵ MV/cm. For a probe used in air, this is far below breakdown, which needs roughly 0.07 MV/cm across 0.2 mm and 0.03 MV/cm across a centimetre.

Larger errors can come from the surfaces. Adsorbates can change φ_P, and an error of 50 meV there passes unchanged into φ_S and the bending. A value of χ that is too high lowers both the inferred bending and the inferred barrier by the same amount. Removing the band bending alone would lower φ_S by 0.50 eV and move the null from 0.155 V to −0.345 V. Light only approaches flat bands: with the surface charge fixed, about 30 meV of bending remains at 10¹⁷ excess carriers per cm³. If the excess carriers decay towards the back contact, electrons diffuse away from the lit surface faster than holes, and at such injection this lowers φ_S by a further 24 to 33 meV for mobility ratios of 2 to 2.8. The null under strong light can therefore reach or pass −0.345 V while some bending remains, so it does not by itself measure the bending. Nor is 0.705 eV a prediction for a metal contact made later, because the metal can change the surface charge and dipole. The remaining values are in the numerical output.

Table of computed values

```
temperature 300 K; donors 1.0e+16 cm^-3
conduction-band density of states 2.8e+19 cm^-3
relative permittivity 11.7; affinity 4.05 eV
chosen band bending 0.500 eV
thermal energy kT 25.85 meV
E_c - E_F in the bulk 0.2052 eV
sample work function, input 4.7552 eV
probe work function 4.60 eV
contact potential difference V_cpd 0.1552 V
disc diameter 5.0 mm; area 19.63 mm^2
mean gap 0.20 mm; modulation m 0.25
frequency 80 Hz; omega 502.7 rad/s
series resistance 10 Mohm
mean-gap capacitance C0 0.8693 pF
omega R C0 4.37e-03
fundamental factor, Fourier formula 0.26236
fundamental factor, integrated circuit 0.26230
small-m slope m*omega*C0 109.23 pA/V
integrated slope 114.61 pA/V
bias -1.0000 V: lock-in current -132.395 pA
bias -0.5000 V: lock-in current -75.091 pA
bias +0.0000 V: lock-in current -17.787 pA
bias +0.1552 V: lock-in current +0.000 pA
bias +0.5000 V: lock-in current +39.517 pA
bias +1.0000 V: lock-in current +96.821 pA
null from readings at -1 V and +1 V 0.15520 V
recovered sample work function 4.7552 eV
recovered band bending 0.5000 eV
free-surface barrier 0.7052 eV
depletion width 254.3 nm
depletion charge 0.0407 uC/cm2
thermal tail: charge ratio 0.9738
silicon voltage drop 1 V off null 0.1087 mV
edge fields: static capacitance ratio 1.264
edge fields: lock-in signal ratio 1.038
patch: area fraction 0.10, shift 0.10 eV
patch: shift of null 10.00 mV
in-phase pickup 0.10 pA: null shift magnitude 0.87 mV
resistor noise in 1 Hz 40.7 fA rms
noise-equivalent bias 0.50 mV
gap field 1 V off null 5.0e-05 MV/cm
1 um gap, omega R C0 = 1: true null 0.15520 V
1 um gap: two-point null error 0.234 mV
```
